# Oxygen-atom lifetimes: ozone formation, dilution and chamber walls

## Two plasmas, one reaction

A small plasma jet blows oxygen atoms into room air towards a surface a millimetre or more away. In an etching chamber, a discharge in oxygen at 10 mTorr makes the same atoms, which must reach a wafer several centimetres away. In both gases an atom can be lost by forming ozone,
$$
\mathrm{O+O_2+M\to O_3+M}.
$$
The third particle M carries off energy that would otherwise break the new molecule apart. How long does an atom survive in each gas?

The answer from this reaction alone is about ten microseconds in air and several hours at 10 mTorr. The second figure needs two qualifications. It holds for very dilute atoms, and it is a lifetime against ozone formation, not the time an atom spends in a real chamber.

## Leading order: exponential decay

Square brackets denote number densities in $\mathrm{cm^{-3}}$. The atoms are in their electronic ground state, and $k=6\times10^{-34}\ \mathrm{cm^6/s}$ at 300 K. We take $\mathrm{O_2}$ and $\mathrm{N_2}$ as equally effective third bodies, so that $[\mathrm M]=N$, the total gas density. We also take the loss as proportional to $[\mathrm M]$ up to 1 atm, and neglect thermal decomposition of ozone.

Each reaction removes one atom:
$$
\frac{d[\mathrm O]}{dt}=-k[\mathrm{O_2}][\mathrm M][\mathrm O].
$$
If $[\mathrm O]\ll[\mathrm{O_2}]$, the reaction hardly changes $[\mathrm{O_2}]$ or $[\mathrm M]$. The factor
$$
\nu=k[\mathrm{O_2}][\mathrm M]=kfN^2
$$
is then constant, where $f$ is the oxygen fraction. Integration gives $[\mathrm O]=n_0e^{-\nu t}$, with $n_0$ the initial atom density. The density falls to $1/e$ of its initial value after
$$
\tau_3=\frac1\nu=\frac{1}{kfN^2}.
$$

The ideal-gas law, $N=p/(k_BT)$, gives $N=2.446\times10^{19}\ \mathrm{cm^{-3}}$ at 1 atm and 300 K. With $f=0.21$, $[\mathrm{O_2}]=5.137\times10^{18}\ \mathrm{cm^{-3}}$, and
$$
\nu=(6\times10^{-34})(5.137\times10^{18})(2.446\times10^{19})
=7.54\times10^4\ \mathrm{s^{-1}}.
$$
Thus $\tau_3=13.3\ \mu\mathrm s$ in air.

In pure oxygen at 10 mTorr, $f=1$ and $N=3.219\times10^{14}\ \mathrm{cm^{-3}}$, so
$$
\nu=(6\times10^{-34})(3.219\times10^{14})^2
=6.22\times10^{-5}\ \mathrm{s^{-1}},
$$
and $\tau_3=1.61\times10^4$ s, or 4.47 h.

The contrast comes from the square of the density. At equal temperature,
$$
\frac{\tau_{3,\mathrm{low}}}{\tau_{3,\mathrm{air}}}
=0.21\left(\frac{p_{\mathrm{air}}}{p_{\mathrm{low}}}\right)^2
=0.21\,(7.6\times10^4)^2=1.21\times10^9.
$$
One power of pressure counts the oxygen molecules an atom can join; the other counts the third bodies that can stabilise the product.

## The ozone produced attacks the remaining atoms

The next reaction to consider is
$$
\mathrm{O+O_3\to2O_2},
$$
with a rough coefficient $k_d=8\times10^{-15}\ \mathrm{cm^3/s}$ at 300 K. It removes one atom and one ozone molecule. Keeping $\nu$ constant and starting without ozone,
$$
\frac{d[\mathrm O]}{dt}=-\nu[\mathrm O]-k_d[\mathrm O][\mathrm{O_3}],
\qquad
\frac{d[\mathrm{O_3}]}{dt}=\nu[\mathrm O]-k_d[\mathrm O][\mathrm{O_3}].
$$
The right-hand side of the second equation vanishes when $[\mathrm{O_3}]$ equals
$$
n_*=\frac{\nu}{k_d}.
$$
This density sets the scale for the problem. Define
$$
s=\nu t,\qquad x=\frac{[\mathrm O]}{n_0},\qquad
w=\frac{[\mathrm{O_3}]}{n_*},\qquad
\varepsilon=\frac{n_0}{n_*}.
$$
Dividing the first equation by $\nu n_0$ and the second by $\nu n_*$, and using $k_dn_*=\nu$, we obtain
$$
\frac{dx}{ds}=-x(1+w),\qquad
\frac{dw}{ds}=\varepsilon x(1-w),
$$
with $x(0)=1$ and $w(0)=0$.

Let $X(s)=\int_0^s x(s')\,ds'$. The ozone equation gives $d\ln(1-w)/ds=-\varepsilon x$, hence
$$
1-w=e^{-\varepsilon X}.
$$
The atom equation gives $d\ln x/ds=-(1+w)=-2+(1-w)$. Integrating from zero,
$$
\ln x(s)=-2s+\int_0^s e^{-\varepsilon X(s')}\,ds'.
\tag{1}
$$
Both the dilute and the concentrated limits follow from this equation.

### Few atoms: $\varepsilon\ll1$

To first order, $e^{-\varepsilon X}\approx1-\varepsilon X$. In the small term we may use the leading solution $x=e^{-s}$, for which $X=1-e^{-s}$. Equation (1) becomes
$$
\begin{aligned}
\ln x
&=-2s+s-\varepsilon\int_0^s(1-e^{-s'})\,ds'\\
&=-s-\varepsilon(s-1+e^{-s}).
\end{aligned}
$$
At the $1/e$ time, $\ln x=-1$. Put $s=1+\varepsilon a$ and keep terms linear in $\varepsilon$:
$$
-1=-1-\varepsilon a-\varepsilon(1-1+e^{-1}),
\qquad a=-\frac1e.
$$
Therefore
$$
t_{1/e}=\tau_3\left[1-\frac{\varepsilon}{e}+O(\varepsilon^2)\right].
\tag{2}
$$
The correction is negative because ozone provides a second loss. Its coefficient is below one because the ozone has to build up first.

The expansion of $\ln x$ adds roughly $-\varepsilon s$ at late times. Even when $\varepsilon$ is small, this lowers $x$ by a factor of about $e$ at $s=1/\varepsilon$, and by more later. The $1/e$ time lies at $s\approx1$, where the expansion is sound.

At 10 mTorr,
$$
n_*=\frac{6.22\times10^{-5}}{8\times10^{-15}}
\approx7.8\times10^9\ \mathrm{cm^{-3}}.
$$
For $n_0=n_*/100$, equation (2) predicts a reduction of $0.01/e=0.37\%$, from 4.47 to 4.45 h. Numerical integration of the kinetics, including the change in $[\mathrm{O_2}]$ and three-body recombination of atoms, also gives 4.45 h.

In air, $n_*=9.43\times10^{18}\ \mathrm{cm^{-3}}$, which exceeds the oxygen density itself. An initial atom density of $10^{15}\ \mathrm{cm^{-3}}$ has $\varepsilon\approx1.1\times10^{-4}$, and the correction is about $4\times10^{-5}$ of the lifetime. The full kinetics again give $13.3\ \mu\mathrm s$.

### Many atoms: $\varepsilon\gg1$

The atoms must still be scarce compared with $\mathrm{O_2}$, but they may greatly outnumber $n_*$. Ozone then approaches $n_*$ before the atom density has changed much. During this short transient $x\approx1$ and $X\approx s$, so the integral in (1) is
$$
\int_0^s e^{-\varepsilon X(s')}\,ds'
=\int_0^\infty e^{-\varepsilon s'}\,ds'+O(\varepsilon^{-2})
=\frac1\varepsilon+O(\varepsilon^{-2}).
$$
The upper limit may be extended because the integrand is exponentially small by the time $s$ is of order one. The error is of second order because $X=s'+O(s'^2)$, while the important range is $s'\sim1/\varepsilon$.

Setting $\ln x=-1$ gives $-1=-2s+1/\varepsilon$, or
$$
t_{1/e}=\frac{\tau_3}{2}
\left[1+\frac1\varepsilon+O(\varepsilon^{-2})\right].
\tag{3}
$$
After the transient, each ozone molecule formed is matched by one destroyed. Formation uses one atom and destruction uses another, so the loss rate doubles. The correction is positive because this doubling is absent at the start.

Suppose that atoms make up 1% of the gas at 10 mTorr: $n_0=3.22\times10^{12}\ \mathrm{cm^{-3}}$. Then
$$
\varepsilon=\frac{3.22\times10^{12}}{7.77\times10^9}\approx414.
$$
The ozone transient lasts about $1/(k_dn_0)\approx39$ s, far less than an hour. Equation (3) gives 2.24 h. The integrated kinetics without atom–atom recombination give 2.26 h. The difference of about 1% is the size expected from the composition: the atoms occupy 1% of the gas, so the initial $[\mathrm{O_2}]$, and with it $\nu$, is 1% lower than in pure oxygen.

Atoms can also recombine through $\mathrm{O+O+M\to O_2+M}$. With a rough coefficient $k_r=10^{-33}\ \mathrm{cm^6/s}$, the atom loss rate is $2k_r[\mathrm O]^2[\mathrm M]$, where the two counts the atoms removed per reaction. Its initial ratio to loss by ozone formation is 0.033 in the 1% case, and including it lowers the lifetime from 2.26 to 2.24 h. The coefficient depends on the third body and is uncertain by a factor of a few; with $k_r=3\times10^{-33}\ \mathrm{cm^6/s}$ the lifetime would be 2.19 h. In the air example the ratio is $6.5\times10^{-4}$, which shortens the lifetime by about $4\times10^{-4}$ of its value: ten times the ozone correction, but still negligible.

Thus "several hours" refers to a dilute gas without walls. At 1% atoms the same imaginary vessel gives a little over two hours.

## A real chamber: walls and pumping

Take a cylindrical chamber of radius $R=15$ cm and height $L=10$ cm. Its volume is $V=7069\ \mathrm{cm^3}$ and its wall area is $A=2356\ \mathrm{cm^2}$. An atom that strikes the wall recombines there with probability $\gamma$; we take the rough value $\gamma=0.01$.

### Loss at the surface

Let $n$ be the atom density next to the wall, $v$ the mean thermal speed, and $\Gamma$ the net flux into the wall. In the diffusion approximation the flux of atoms striking the wall is
$$
\Gamma_{\mathrm{in}}=\frac{nv}{4}+\frac{\Gamma}{2}.
$$
The first term is the flux in a uniform gas; the second is half the net drift, the other half being a deficit in the returning flux. Since a fraction $\gamma$ is absorbed, $\Gamma=\gamma\Gamma_{\mathrm{in}}$, and
$$
\Gamma\left(1-\frac{\gamma}{2}\right)=\frac{\gamma nv}{4},
\qquad
\Gamma=\frac{\gamma v}{2(2-\gamma)}\,n.
$$

If diffusion keeps the density nearly uniform, $V\,dn/dt=-A\Gamma$. The surface-limited lifetime is therefore
$$
\tau_s=\frac{2V(2-\gamma)}{Av\gamma}.
$$
With $v=6.3\times10^4$ cm/s,
$$
\tau_s=\frac{2(7069)(1.99)}{(2356)(6.3\times10^4)(0.01)}
\approx0.0190\ \mathrm s.
$$
The unrounded inputs give 18.9 ms.

### Travel to the surface

In the opposite limit every atom reaching the wall is lost quickly, and the density there is nearly zero. The slowest diffusion mode is $\cos(\pi z/L)J_0(2.405r/R)$, with $z$ measured from mid-height. It vanishes on all walls, and the Laplacian multiplies it by $-1/\Lambda^2$, where
$$
\frac1{\Lambda^2}=\left(\frac{\pi}{L}\right)^2+
\left(\frac{2.405}{R}\right)^2.
$$
The diffusion equation then gives a decay time $\tau_D=\Lambda^2/D$.

The diffusion coefficient $D$ is inversely proportional to pressure at fixed temperature. The rough value $0.3\ \mathrm{cm^2/s}$ at 1 atm becomes $2.28\times10^4\ \mathrm{cm^2/s}$ at 10 mTorr. With $\Lambda^2=8.04\ \mathrm{cm^2}$, $\tau_D=0.353$ ms.

A formula that joins the two limits is
$$
\tau_w\approx\tau_D+\tau_s=19.3\ \mathrm{ms}.
$$
It is an interpolation. Solving for the slowest mode with the partly absorbing boundary condition also gives 19.3 ms. For this chamber, the two methods agree within 5% at $\gamma=10^{-4}$, 0.01, 0.1 and 1.

The mean free path, estimated as $3D/v$, is 1.1 cm, not very small beside the 10 cm height. The diffusion picture is therefore rough, but travel contributes only about 2% of $\tau_w$ at $\gamma=0.01$. On a more reactive wall it matters more: at $\gamma=0.2$ its share is nearly 30%.

### Removal by the pump

At steady pressure the outflow equals the inflow, taken as 50 sccm. One sccm is one cubic centimetre per minute measured at 1 atm and 273.15 K. Dividing the gas content, expressed at those standard conditions, by the flow gives the residence time of a well-mixed gas:
$$
\tau_p=\frac{7069}{7.6\times10^4}\,
\frac{273.15}{300}\,
\frac{60}{50}\ \mathrm s
\approx0.102\ \mathrm s.
$$

Independent losses add as rates:
$$
\frac1{\tau}=\nu+\frac1{\tau_w}+\frac1{\tau_p}
\approx6.2\times10^{-5}+51.8+9.8\ \mathrm{s^{-1}},
$$
so $\tau=16.2$ ms. The fraction of atoms that form ozone in the gas is the ozone-formation rate divided by the total rate, $\nu\tau=1.0\times10^{-6}$. With so little ozone formed during one decay, its attack on the remaining atoms is also negligible.

How inert would the walls have to be for wall loss to take as long as $\tau_3$? For small $\gamma$, $\tau_w\approx4V/(Av\gamma)$, and equality requires
$$
\gamma\approx\frac{4V}{Av\tau_3}=1.2\times10^{-8}.
$$
Even then, pumping at the stated flow would remove the atoms in about 0.1 s.

## Corrections in air

In still air at 1 atm, walls matter only to atoms released close to them. Let $P(x)$ be the probability that an atom released at distance $x$ from a plane wall reaches it before forming ozone. In a short time $\delta t$ the atom survives with probability $1-\delta t/\tau_3$ and moves by a random distance $\xi$ with $\langle\xi\rangle=0$ and $\langle\xi^2\rangle=2D\,\delta t$. Hence
$$
P(x)=\left(1-\frac{\delta t}{\tau_3}\right)\langle P(x+\xi)\rangle
\approx P(x)-\frac{\delta t}{\tau_3}P(x)+D\,\delta t\,P''(x).
$$
This gives $DP''=P/\tau_3$. With $P(0)=1$ and $P\to0$ far away,
$$
P(x)=e^{-x/\ell},\qquad \ell=\sqrt{D\tau_3}.
$$
For $D=0.3\ \mathrm{cm^2/s}$, $\ell=19.9\ \mu\mathrm m$. From $100\ \mu\mathrm m$ away the chance is 0.00665. In still air, diffusion alone does not carry many atoms across a millimetre; a jet must carry them there by its flow. Crossing 1 mm of air within one lifetime takes a speed of about 75 m/s. At 10 m/s fewer than 0.1% of the atoms would survive the crossing, so a slow jet delivers atoms mainly where its gas still contains little oxygen.

Gas heating lengthens the lifetime against ozone formation. At fixed pressure, $N^2\propto T^{-2}$. Taking roughly $k\propto T^{-2.6}$,
$$
\tau_3\propto\frac1{kN^2}\propto T^{4.6}.
$$
Heating the air from 300 to 400 K multiplies the lifetime by $(4/3)^{4.6}=3.76$, giving about $50\ \mu\mathrm s$.

Nitrogen dioxide acts the other way, through $\mathrm{O+NO_2\to NO+O_2}$. With a rough coefficient of $10^{-11}\ \mathrm{cm^3/s}$ and $\mathrm{NO_2}$ held at 100 ppm, it adds $2.45\times10^4\ \mathrm{s^{-1}}$. The total rate at 300 K is then about $1.0\times10^5\ \mathrm{s^{-1}}$, and the lifetime is about $10\ \mu\mathrm s$. At 1 atm the association $\mathrm{O+NO_2+M\to NO_3+M}$, left out here, raises the loss to $\mathrm{NO_2}$ by roughly a further 30% and brings the lifetime nearer $9\ \mu\mathrm s$.

## How the estimates compare with real devices

The air case represents the mixing region of an atmospheric-pressure jet, and the low-pressure case a laboratory-scale etching chamber. Both are idealised. A jet in a noble gas contains less oxygen until air mixes in, which lengthens the lifetime, while humid air adds reactions with hydrogen-containing radicals that are not included here. In the chamber, the assumption that fails most severely is the absence of walls and pumping: restoring them shortens 4.47 h to 16 ms, a factor of about a million. The wall probability is very uncertain, since it depends strongly on material, temperature and surface condition. At $\gamma=10^{-4}$, with the other settings unchanged, wall loss takes 1.9 s and the pump sets the lifetime at roughly 0.1 s. Metal walls in low-pressure oxygen plasmas are often reported with $\gamma$ of 0.1 or more; at $\gamma=0.2$ the lifetime falls to about 1.2 ms. The gas in a discharge is also usually hotter than 300 K, which lowers the ozone fraction further. The numerical output lists the inputs and intermediate values.

For air, then, the three-body rate gives a useful first estimate of the atom's life, subject to heating and impurities. At 10 mTorr it mainly shows that gas-phase ozone formation can be left out of the atom balance in a chamber like this one.

## Table of computed values

```
Three-body coefficient k: 6e-34 cm^6/s
Gas temperature: 300 K
O2 fraction of air: 0.21
Air density at 1 atm: 2.446e+19 cm^-3
O2 density in air: 5.137e+18 cm^-3
Ozone-formation rate per O atom, air: 7.54e+04 1/s
Three-body lifetime, air: 13.3 us
Lifetime from full kinetics, air: 13.3 us
Low pressure: 10 mTorr
O2 density at low pressure: 3.219e+14 cm^-3
Ozone-formation rate per O atom, 10 mTorr: 6.22e-05 1/s
Three-body lifetime, 10 mTorr: 1.61e+04 s
Three-body lifetime, 10 mTorr: 4.47 h
Full kinetics, very dilute O, 10 mTorr: 4.45 h
Pressure ratio 1 atm / 10 mTorr: 7.6e+04
Lifetime ratio 10 mTorr / air: 1.21e+09
O + O3 coefficient (rough): 8e-15 cm^3/s
Threshold O density n*, air: 9.43e+18 cm^-3
Threshold O density n*, 10 mTorr: 7.77e+09 cm^-3
O density in 1 percent case, 10 mTorr: 3.22e+12 cm^-3
No-wall lifetime, 1 percent O, no O+O+M: 2.26 h
No-wall lifetime, 1 percent O, all reactions: 2.24 h
O + O + M coefficient (rough): 1e-33 cm^6/s
O+O+M loss / ozone formation, air, O 1e15 cm^-3: 0.000649
O+O+M loss / ozone formation, 10 mTorr, 1 percent O: 0.0333
Chamber radius: 15 cm
Chamber height: 10 cm
Chamber volume: 7069 cm^3
Chamber wall area: 2356 cm^2
Mean thermal speed of O: 6.3e+04 cm/s
Diffusion coefficient at 1 atm (rough): 0.3 cm^2/s
Diffusion coefficient at 10 mTorr: 2.28e+04 cm^2/s
Mean free path estimate 3D/v, 10 mTorr: 1.09 cm
Diffusion length squared: 8.04 cm^2
Diffusion time to wall: 0.353 ms
Wall recombination probability (rough): 0.01
Surface-reaction time: 18.9 ms
Wall lifetime, sum formula: 19.3 ms
Wall lifetime, diffusion mode: 19.3 ms
Wall lifetime for probability 1e-4: 1.9 s
Gas flow: 50 sccm
Pumping residence time: 102 ms
Actual O lifetime in chamber: 16.2 ms
Fraction of O turned into ozone in chamber: 1.01e-06
Wall probability giving wall lifetime = tau3: 1.18e-08
Diffusion reach in air: 19.9 um
Chance to reach a wall 100 um away in air: 0.00665
Temperature exponent of k (rough, negative): 2.6
Lifetime factor, air heated to 400 K: 3.76
Three-body lifetime, air at 400 K: 49.8 us
O + NO2 coefficient (rough): 1e-11 cm^3/s
Loss rate to 100 ppm NO2 in air: 2.45e+04 1/s
Lifetime in air with 100 ppm NO2: 10 us
```
